# Frequency shift of an oscillating force sensor as semicircle-averaged force gradient

## 1. A sample that acts as a second spring

A tip sits on a sensor of stiffness $k$, effective mass $m$ and free frequency $f_0=\omega_0/2\pi$, with $\omega_0=\sqrt{k/m}$. Let $z$ be its height above the sample and $F(z)$ the force on it, positive when repulsive. Suppose first that the force is linear over the whole path,

$$F(z_c+q)=F(z_c)-\kappa q .$$

The constant part $F(z_c)$ moves the equilibrium and leaves the frequency alone. The part $-\kappa q$ adds to the restoring force $-kq$, so the total stiffness is $k+\kappa$ and

$$f=f_0\sqrt{1+\kappa/k}\approx f_0\left(1+\frac{\kappa}{2k}\right)\qquad(|\kappa|\ll k).$$

The frequency responds to the force gradient and not to the force. An attraction that strengthens on approach has $F'>0$, hence $\kappa=-F'<0$, and lowers the frequency.

A real gradient varies along the path. The sensor then reports an average of it, and the task is to find the weight of each height.

## 2. Assumptions and conventions

The force is conservative, $F=-V'$, and the interaction stiffness

$$k_{ts}(z)=-F'(z)=V''(z)$$

is continuous on the path. The sensor moves in one mode, and the drive cancels the damping, so that the motion is that of the undamped system. The tip travels between the turning points $z_c-A$ and $z_c+A$. Thus $z_c$ is the midpoint of the actual motion, not the height at which the sensor would rest without a sample. The small parameter is

$$\varepsilon=\max_{\text{path}}|k_{ts}|/k<1 .$$

The amplitude need not be small compared with the range of the force. The result to be shown is

$$\Delta f=f-f_0\simeq\frac{f_0}{2k}\,\langle k_{ts}\rangle_w,\qquad \langle k_{ts}\rangle_w=\int_{-A}^{A}k_{ts}(z_c+q)\,\frac{2\sqrt{A^2-q^2}}{\pi A^2}\,dq, \tag{1}$$

with an error of order $\varepsilon^2f_0$. Written with $F'$ instead of $k_{ts}$, the right side carries a minus sign.

## 3. The exact period

Let the spring be relaxed at $q=s$, and write $V_\pm=V(z_c\pm A)$. The kinetic energy vanishes at both turning points, so the potential energies there are equal:

$$\tfrac12k(A-s)^2+V_+=\tfrac12k(A+s)^2+V_- .$$

The squares differ by $(A-s)^2-(A+s)^2=-4As$. Therefore $-2kAs=V_--V_+$, or

$$s=\frac{V_+-V_-}{2kA}. \tag{2}$$

For a net attraction $V_+>V_-$, so $s>0$: the sample pulls the midpoint below the rest position.

At a general point energy conservation gives

$$\tfrac12m\dot q^2=\tfrac12k\left[(A-s)^2-(q-s)^2\right]+V_+-V(z_c+q).$$

The bracket factors as $(A-q)(A+q-2s)=A^2-q^2-2s(A-q)$. Inserting (2),

$$\tfrac12m\dot q^2=\tfrac12k(A^2-q^2)+D(q),\qquad D(q)=L(q)-V(z_c+q), \tag{3}$$

$$L(q)=V_+-\frac{V_+-V_-}{2A}(A-q).$$

$L$ is the straight line that joins the values of $V$ at the turning points. A linear potential has $D=0$, which is why a constant force leaves no trace.

Put $q=A\cos\varphi$, with $\varphi$ running from $0$ to $\pi$ on the way down. Then $A^2-q^2=A^2\sin^2\varphi$ and $\dot q^2=A^2\sin^2\varphi\,\dot\varphi^2$. Dividing (3) by $\frac12kA^2\sin^2\varphi$ gives

$$\dot\varphi=\omega_0\sqrt{1+g},\qquad g(\varphi)=\frac{2D}{kA^2\sin^2\varphi}. \tag{4}$$

Half a period is $\int_0^\pi d\varphi/\dot\varphi$. Since $f_0/f=\omega_0T/2\pi$,

$$\frac{f_0}{f}=\left\langle(1+g)^{-1/2}\right\rangle,\qquad \langle X\rangle=\frac1\pi\int_0^\pi X\,d\varphi . \tag{5}$$

No approximation has been made, and the motion has not been assumed sinusoidal in time.

## 4. How small the correction is

The size of $g$ follows from the error of linear interpolation. Fix an interior point $q_0$ and consider

$$H(x)=D(x)-D(q_0)\frac{A^2-x^2}{A^2-q_0^2}.$$

It vanishes at $-A$, $q_0$ and $A$. By Rolle's theorem $H'$ has a zero in each of the two intervals between them, and $H''$ has a zero $\xi$ between those. Because $L''=0$, $D''=-k_{ts}$, so $H''(\xi)=0$ reads

$$D(q_0)=\tfrac12k_{ts}(z_c+\xi)\,(A^2-q_0^2),\qquad\text{hence}\qquad g=\frac{k_{ts}(z_c+\xi)}{k},\quad |g|\le\varepsilon . \tag{6}$$

Since $1+g\ge1-\varepsilon>0$, the tip does not stop or turn inside the path.

Two inequalities now enclose the shift. The function $(1+g)^{-1/2}$ is convex, so its mean is at least its value at the mean:

$$\frac{f}{f_0}\le\sqrt{1+\langle g\rangle}\le1+\tfrac12\langle g\rangle .$$

For the other side, the second derivative $\frac34(1+g)^{-5/2}$ is at most $\frac34(1-\varepsilon)^{-5/2}$. Taylor's formula with remainder gives

$$\frac{f_0}{f}\le1-\tfrac12\langle g\rangle+r,\qquad r=\frac{3\varepsilon^2}{8(1-\varepsilon)^{5/2}} .$$

With $x=\frac12\langle g\rangle-r<1$ this is $f/f_0\ge1/(1-x)\ge1+x$, the last step because $(1+x)(1-x)\le1$. Together,

$$0\le\tfrac12\langle g\rangle-\frac{\Delta f}{f_0}\le\frac{3\varepsilon^2}{8(1-\varepsilon)^{5/2}} . \tag{7}$$

The first-order law never lies below the true shift, counted with its sign.

## 5. From the mean of $g$ to the semicircle

By (4),

$$\langle g\rangle=\frac{2}{\pi kA^2}\int_0^\pi\frac{D}{\sin^2\varphi}\,d\varphi .$$

Integrate by parts with $1/\sin^2\varphi=-d(\cot\varphi)/d\varphi$. By (6), $D$ vanishes as $\sin^2\varphi$ at the ends, so the boundary term $-D\cot\varphi$ is zero there. What remains is $+\int\cot\varphi\,(dD/d\varphi)\,d\varphi$. With $dq/d\varphi=-A\sin\varphi$ and $-V'=F$,

$$\frac{dD}{d\varphi}=-A\sin\varphi\,(L'+F).$$

The slope $L'$ is constant and drops out because $\int_0^\pi\cos\varphi\,d\varphi=0$. Thus

$$\langle g\rangle=-\frac{2}{\pi kA}\int_0^\pi F(z_c+A\cos\varphi)\cos\varphi\,d\varphi . \tag{8}$$

To leading order in $\varepsilon$, where $\varphi$ is proportional to time, the integral picks out the part of the force that oscillates in phase with the displacement.

Integrate by parts once more. The boundary term $F\sin\varphi$ vanishes, and $dF/d\varphi=F'\,(-A\sin\varphi)=k_{ts}A\sin\varphi$, so

$$\int_0^\pi F\cos\varphi\,d\varphi=-A\int_0^\pi k_{ts}\sin^2\varphi\,d\varphi,\qquad \langle g\rangle=\frac{2}{\pi k}\int_0^\pi k_{ts}\sin^2\varphi\,d\varphi . \tag{9}$$

Finally, as $\varphi$ rises $q$ falls; reversing the limits absorbs that sign, and $\sin^2\varphi\,d\varphi$ becomes $\sqrt{A^2-q^2}\,dq/A^2$. Hence $\langle g\rangle=\langle k_{ts}\rangle_w/k$, and (7) turns into (1) with its error bound.

The weight is a semicircle scaled to unit area. It is largest at the midpoint and zero at the turning points, although the tip spends most time near the latter. The closest approach still dominates if $k_{ts}$ rises steeply enough there to outweigh the small weight.

For numerical work (8) needs the force alone and no derivative. With $\varphi_j=(j-\frac12)\pi/N$,

$$\langle k_{ts}\rangle_w\approx-\frac{2}{AN}\sum_{j=1}^{N}F(z_c+A\cos\varphi_j)\cos\varphi_j . \tag{10}$$

For the example of section 8, $N=64$ agrees with direct quadrature of (1) within $10^{-9}$ N/m.

## 6. Vanishing amplitude

The average differs from $k_{ts}(z_c)$ by no more than the largest change of $k_{ts}$ between the midpoint and any point of the path. By continuity this tends to zero with $A$, so

$$\Delta f\to\frac{f_0}{2k}k_{ts}(z_c)=-\frac{f_0}{2k}F'(z_c)\qquad(A\to0,\ \varepsilon\ll1). \tag{11}$$

The condition on $\varepsilon$ is separate. If $A\to0$ at fixed $k$, (6) gives $g\to k_{ts}(z_c)/k$, and (5) returns $f=f_0\sqrt{1+k_{ts}/k}$, the spring result of section 1. A small amplitude does not make the law linear; a stiff sensor does.

The approach to the limit follows from the moments of the weight. Let $c_n=\int_0^\pi\cos^{2n}\varphi\,d\varphi$ and $S_n=\int_0^\pi\cos^{2n}\varphi\sin^2\varphi\,d\varphi$. Integrating $\cos^{2n+1}\varphi\cdot\cos\varphi$ by parts gives $c_{n+1}=(2n+1)S_n$, while $\sin^2=1-\cos^2$ gives $S_n=c_n-c_{n+1}$. Hence $S_n=c_n/(2n+2)$ and $c_{n+1}=c_n(2n+1)/(2n+2)$. Starting from $c_0=\pi$, $c_n=\pi(2n)!/(4^nn!^2)$, and

$$\langle q^{2n}\rangle_w=\frac{2A^{2n}}{\pi}S_n=A^{2n}\frac{(2n)!}{4^n\,n!\,(n+1)!} . \tag{12}$$

So $\langle q^2\rangle_w=A^2/4$ and $\langle q^4\rangle_w=A^4/8$; odd moments vanish by symmetry. For a smooth $k_{ts}$, Taylor expansion about $z_c$ gives

$$\langle k_{ts}\rangle_w=k_{ts}+\frac{A^2}{8}k_{ts}''+\frac{A^4}{192}k_{ts}''''+\dots \tag{13}$$

Stopping at the second-order remainder bounds the deviation by $A^2\max|k_{ts}''|/8$.

The measured quantity $k_{app}=2k\Delta f/f_0$ can therefore be corrected, provided $A$ is small compared with the length over which $k_{ts}$ varies. Its second derivative with respect to $z_c$, at constant $A$, equals $k_{ts}''$ up to order $A^2$, so

$$k_{ts}(z_c)=k_{app}-\frac{A^2}{8}k_{app}''+O(A^4),$$

apart from the error in $k_{app}$ itself, which is of order $\varepsilon^2k$ by (7). To keep the uncorrected deviation near a fraction $\eta$ of the local value, take $A\approx\sqrt{8\eta|k_{ts}/k_{ts}''|}$. This rule uses the $A^2$ term alone and fails near zeros of $k_{ts}''$. Near a zero of $k_{ts}$ it still holds, but the amplitude it asks for may be too small to be practical.

## 7. Large amplitude

Now keep the closest approach $d=z_c-A$ fixed and let $A$ be much larger than the range of the force. Put $q=-A+u$, so that $\sqrt{A^2-q^2}=\sqrt{u(2A-u)}\approx\sqrt{2Au}$ where the force acts. If $\sqrt u\,k_{ts}(d+u)$ is absolutely integrable,

$$\Delta f\approx\frac{\sqrt2\,f_0}{\pi kA^{3/2}}\int_0^\infty\sqrt u\,k_{ts}(d+u)\,du . \tag{14}$$

The shift falls as $A^{-3/2}$ and no longer measures a local gradient. The bound (7) does not shrink with $A$, so at large amplitude it can exceed the shift and no longer controls the relative error. The actual error is much smaller. Near the closest approach $D\approx(L'+F(d))\,u$, so (4) gives $g\approx(L'+F(d))/(kA)$, which decreases as $A$ grows. The condition $\varepsilon\ll1$ is therefore sufficient but not necessary here: for the force of section 8 with $k=20$ N/m and $d=0.28$ nm, where $\varepsilon\approx2.5$, the law (1) is within 0.2% of the exact shift at $A=5$ nm. The limit (14) itself is approached slowly when the force has a long tail. For the same force at $d=0.35$ nm it exceeds (1) in magnitude by 23% at $A=1$ nm, 5% at 5 nm and 1% at 25 nm.

## 8. Worked example

The sensor is a stiff quartz tuning fork of the qPlus type with $k=1800$ N/m, $f_0=30$ kHz and $A=0.050$ nm, at $z_c=0.420$ nm. The potential is a Morse bond at the apex atom plus the short-gap form of the van der Waals attraction of a sphere behind it:

$$V=E_b\left(e^{-2x}-2e^{-x}\right)-\frac{C_HR}{6(z+b)},\qquad x=\frac{z-z_m}{\lambda},$$

with $E_b=0.50$ eV, $z_m=0.300$ nm, $\lambda=0.080$ nm, Hamaker constant $C_H=2.00$ eV, $R=2.00$ nm and setback $b=0.30$ nm. The last term of $V$ is accurate only for a gap $z+b$ much smaller than $R$. Here the gap is 0.72 nm at the midpoint, where a full sphere would attract with 28% less force, and the shift found below would be about 0.8 Hz weaker. The term is kept as a simple model force. Two derivatives give

$$k_{ts}=\frac{E_b}{\lambda^2}\left(4e^{-2x}-2e^{-x}\right)-\frac{C_HR}{3(z+b)^3}.$$

Both parts can be averaged in closed form. For an exponential, (12) yields

$$\langle e^{-\kappa q}\rangle_w=\sum_n\frac{(\kappa A/2)^{2n}}{n!\,(n+1)!}=\frac{2I_1(\kappa A)}{\kappa A}\equiv B(\kappa A),$$

where $I_1$ is the modified Bessel function. For the inverse cube with $a>A$, take $F=\frac12(a+q)^{-2}$, whose $k_{ts}$ is $(a+q)^{-3}$. By (8) its average is $-(\pi A)^{-1}\int_0^\pi\cos\varphi\,(a+A\cos\varphi)^{-2}d\varphi$. The substitution $t=\tan(\varphi/2)$ gives

$$\int_0^\pi\frac{d\varphi}{a+A\cos\varphi}=\int_0^\infty\frac{2\,dt}{(a+A)+(a-A)t^2}=\frac{\pi}{\sqrt{a^2-A^2}} .$$

Differentiating with respect to $A$ produces the required integral with its minus sign, and so $\langle(a+q)^{-3}\rangle_w=(a^2-A^2)^{-3/2}$.

At the midpoint $x=1.5$, $e^{-x}=0.2231$, $e^{-2x}=0.0498$ and $E_b/\lambda^2=12.52$ N/m. The local Morse stiffness is $12.52\,(0.1991-0.4463)=-3.09$ N/m. With $B(A/\lambda)=1.0496$ and $B(2A/\lambda)=1.2085$ the average is

$$12.52\,(0.1991\times1.2085-0.4463\times1.0496)=-2.85\ \text{N/m}.$$

The van der Waals part changes little, from $-0.572$ to $-0.577$ N/m. The totals are $-3.665$ N/m locally and $-3.427$ N/m on average. Since $f_0/2k=8.333$ Hz per N/m,

$$\Delta f=8.333\times(-3.427)=-28.56\ \text{Hz},$$

whereas the local gradient would give $-30.55$ Hz. The exact period (5) gives $-28.57$ Hz. The law is higher by 0.014 Hz, within the bound of 0.048 Hz from (7) at $\varepsilon=2.07\times10^{-3}$. Time integration of Newton's equation for the same motion reproduces $f/f_0$ from (5) within $10^{-8}$, also with $k$ reduced to 60 N/m.

With the midpoint held fixed, the first-order law (1) gives the following values for different amplitudes. The exact shifts are lower by less than 0.02 Hz.

| $A$ (nm) | $\Delta f$ (Hz) | $k_{app}$ (N/m) | $k_{app}/k_{ts}(z_c)$ |
|---|---|---|---|
| 0.01 | −30.48 | −3.657 | 0.998 |
| 0.02 | −30.26 | −3.631 | 0.991 |
| 0.05 | −28.56 | −3.427 | 0.935 |
| 0.10 | −19.34 | −2.321 | 0.633 |

Here $k_{ts}''=672$ N/m per nm², positive while $k_{ts}$ is negative, so averaging weakens the signal. For $\eta=0.01$ the amplitude rule gives $0.021$ nm, in line with the second row. At 0.10 nm the $A^2$ correction predicts $-2.825$ N/m, which is 0.50 N/m too negative. The $A^4$ term of (13) supplies about 0.44 N/m of this, mostly from the repulsive exponential.

## 9. Real sensors and neglected effects

Stiffness near 1800 N/m, frequencies of some tens of kHz and amplitudes of tens of picometres are rough typical values for qPlus sensors at helium temperature. The force parameters are round model values, so the shift is not a prediction for a particular surface. Apart from the short-gap form of the van der Waals term, the assumption with the largest effect among those sized here is the rigid apex. Suppose the apex atom is held by a spring $k_a=100$ N/m, a rough assumed value, and follows the slow oscillation in equilibrium. For a simple estimate let the whole force $F$ act on this atom, although the van der Waals part really acts on the sphere behind it; this overstates the atom's displacement. The displacement $y$ then obeys $k_ay=F(z+y)$. Differentiation gives $k_ay'=-k_{ts}(1+y')$, hence $1+y'=k_a/(k_a+k_{ts})$, and the stiffness seen by the sensor is

$$k_{rel}(z)=\frac{k_a\,k_{ts}(z+y)}{k_a+k_{ts}(z+y)} .$$

The atom moves 5.7 pm towards the sample at $z_c$, and the shift becomes $-29.23$ Hz, a change of 2.4% relative to the rigid result. This figure is only a rough size. With the Morse force alone acting on the atom the displacement is 3.6 pm and the change is 1.5%. With the whole force it is 1.3% for $k_a=200$ N/m and 3.0% for 50 N/m, and at 30 N/m it reverses sign. The averaging law survives with the relaxed force in place of $F$. It fails if $k_a+k_{ts}$ reaches zero: the atom then jumps, and a single-valued conservative force is no longer available.

The other effects are smaller for these numbers:

- **Midpoint.** From (2), $s=0.31$ pm. Using the rest position as $z_c$ changes the shift by 0.0014 Hz. This is so little because the shift is close to its minimum as a function of height here; at $z_c=0.39$ nm the same mistake would cost 0.15 Hz.
- **Temperature.** Equipartition gives a mean square deflection $k_BT/k$, or 0.20 pm rms at 5 K. Inserting this variance in $\frac12k_{ts}''\langle q_{th}^2\rangle$ estimates a bias of order $10^{-4}$ Hz. Random frequency noise is a separate matter and is not sized here.
- **Drive phase.** With damping $m\omega_0\dot q/Q$, the displacement lags the drive by $\theta$, where $\tan\theta=(\omega\omega_0/Q)/(\omega_0^2-\omega^2)$. Setting $\theta=90^\circ+\delta$ gives $\omega^2-\omega_0^2=(\omega\omega_0/Q)\tan\delta$, so the frequency is offset by $f_0\tan\delta/2Q$. For $\delta=1^\circ$ and $Q=20000$ this is 0.013 Hz. It cancels to leading order in $\Delta f$ when $f_0$ is measured with the same $\delta$ and $Q$.

Further digits of these values are in the numerical output below.

## Calculated quantities

```
sensor stiffness k          1800 N/m
free frequency f0           30000 Hz
amplitude A                 0.050 nm
midpoint zc                 0.420 nm
Morse depth                 0.50 eV
Morse minimum               0.300 nm
Morse decay length          0.080 nm
Hamaker constant            2.00 eV
sphere radius               2.00 nm
sphere setback              0.30 nm
force at zc                 -0.5532 nN
local k_ts, Morse           -3.0931 N/m
local k_ts, van der Waals   -0.5723 N/m
local k_ts, total           -3.6654 N/m
Bessel factor at A/decay    1.04963
Bessel factor at 2A/decay   1.20845
average k_ts, Morse         -2.8507 N/m
average k_ts, van der Waals -0.5765 N/m
average k_ts, total         -3.4272 N/m
f0/(2k)                     8.3333 Hz per N/m
shift, semicircle law       -28.5601 Hz
shift, exact period         -28.5737 Hz
shift, local gradient       -30.5453 Hz
second derivative of k_ts   672.0 N/m per nm^2
A (nm), shift (Hz), apparent k_ts (N/m), local + A^2 term (N/m), apparent/local
  0.01  -30.475  -3.6570  -3.6570  0.9977
  0.02  -30.260  -3.6311  -3.6318  0.9906
  0.05  -28.560  -3.4272  -3.4554  0.9350
  0.10  -19.339  -2.3207  -2.8254  0.6331
Neglected effects:
largest |k_ts|/k on path    2.071e-03
law minus exact shift       0.01363 Hz
bound on that difference    0.04848 Hz
rest position above zc      0.3088 pm
error if taken as midpoint  0.0014 Hz
temperature                 5.0 K
thermal rms deflection      0.1958 pm
thermal smearing estimate   1.07e-04 Hz
quality factor              20000
drive phase error           1.0 degree
offset from phase error     0.0131 Hz
apex support stiffness      100 N/m
apex displacement at zc     -5.744 pm
average k_ts, relaxed apex  -3.5082 N/m
shift, relaxed apex         -29.2349 Hz
change by relaxation        -0.6748 Hz
```
